**Davidson and Olsen corrections for a determinant CI of the antimony atom**

For a CI matrix $H$, unit trial vector $c$, energy $E=c^THc$ and residual $r=(H-E)c$, Davidson's correction $-(H_0-E)^{-1}r$ tends to $-c$ as the preconditioner $H_0$ tends to $H$. Olsen's correction is kept orthogonal to $c$ and gives, at $H_0=H$, a step of inverse iteration with shift $E$. The program builds a 560-determinant valence CI for Sb and uses $H_0=H+\eta(D-H)$, where $D$ is the diagonal of $H$. It asserts the collapse and the limiting direction of Davidson's remainder, the agreement of two forms of Olsen's correction, and the agreement of Olsen's step with inverse iteration computed from a spectral sum. It also asserts the cubic angle formula, the error formula for an approximate preconditioner, and the lower bound on the projected operator. In the output, a two-vector Ritz step with Davidson's correction levels off at an error of $6.3\times10^{-5}$ eV for small nonzero $\eta$ and gains nothing at $\eta=0$. Olsen's correction reaches about $3.6\times10^{-10}$ eV at $\eta=0$, and the observed order of convergence with the exact preconditioner is 3.01.

## Numerical verification

```python
# Result under test: for a CI matrix H, unit trial vector c, E = c.H.c and
# residual r = (H-E)c, Davidson's correction tD = -(H0-E)^-1 r tends to -c when
# the preconditioner H0 tends to H. Olsen's correction
#   tO = -(H0-E)^-1 (r - delta c),  delta chosen so that c.tO = 0,
# gives c+tO parallel to (H-E)^-1 c at H0 = H, with cubic local convergence.
# Here H0 = H + eta*W, W = diag(H) - H: eta=1 is diagonal, eta=0 is exact.
# (lam, x): exact ground eigenpair; theta: angle between trial vector and x.
# Example: Sb atom, quartet S, valence determinant CI. Algebra in hartree.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, mcscf, fci, ao2mo

EV = physical_constants["Hartree energy in eV"][0]

# ---------- Hamiltonian of the Sb atom in a determinant basis ----------
mol = gto.M(atom="Sb 0 0 0", basis="def2-svp", ecp="def2-svp", spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.max_cycle = 200
mf.kernel()
assert mf.converged
ao_l = np.array([label[2][-1] for label in mol.ao_labels(fmt=None)])
pop = mf.mo_coeff * (mf.get_ovlp() @ mf.mo_coeff)
weight = {l: pop[ao_l == l].sum(axis=0) for l in "sp"}
order = np.argsort(mf.mo_energy, kind="stable")
doubly = [i for i in order if mf.mo_occ[i] == 2]
singly = [i for i in order if mf.mo_occ[i] == 1]
empty = [i for i in order if mf.mo_occ[i] == 0]
assert weight["s"][doubly[-1]] > 0.99            # highest closed shell is 5s
assert min(weight["p"][i] for i in singly) > 0.99  # open shell is 5p
virt_s = [i for i in empty if weight["s"][i] > 0.99][:1]
virt_p = [i for i in empty if weight["p"][i] > 0.99][:3]
active = [doubly[-1]] + singly + virt_s + virt_p
core = doubly[:-1]
rest = [i for i in range(len(order)) if i not in core + active]
mo = mf.mo_coeff[:, core + active + rest]
norb, nelec = len(active), (4, 1)
cas = mcscf.CASCI(mf, norb, nelec)
assert cas.ncore == len(core)
h1, e_core = cas.get_h1eff(mo)
eri = ao2mo.restore(1, cas.get_h2eff(mo), norb)
h2 = fci.direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
na = fci.cistring.num_strings(norb, nelec[0])
nb = fci.cistring.num_strings(norb, nelec[1])
dim = na * nb
H = np.zeros((dim, dim))
for j in range(dim):
    unit = np.zeros(dim)
    unit[j] = 1.0
    H[:, j] = fci.direct_spin1.contract_2e(h2, unit.reshape(na, nb), norb, nelec).ravel()
assert np.abs(H - H.T).max() < 1e-10
H = 0.5 * (H + H.T)
assert abs(H[0, 0] + e_core - mf.e_tot) < 1e-7   # first determinant is ROHF
vals, vecs = np.linalg.eigh(H)
lam, x = vals[0], vecs[:, 0] * np.sign(vecs[0, 0])
gap = vals[1] - lam
s_squared = fci.spin_op.spin_square(x.reshape(na, nb), norb, nelec)[0]
assert gap > 0.01 and abs(s_squared - 3.75) < 1e-6
W = np.diag(np.diag(H)) - H
one = np.eye(dim)


# ---------- tools ----------
def unitvec(v):
    return v / np.linalg.norm(v)


def energy(c):
    return c @ H @ c


def sin_angle(c):
    return np.linalg.norm(c - x * (x @ c)) / np.linalg.norm(c)


def energy_error(c):
    """Energy above the exact ground state, summed over eigenvectors."""
    return np.sum((vals - lam) * (vecs.T @ c) ** 2)


def resolvent(shift, v):
    """(H-shift)^-1 v from the spectral sum, independent of linear solves."""
    return vecs @ ((vecs.T @ v) / (vals - shift))


def davidson(c, eta):
    E = energy(c)
    return -np.linalg.solve(H + eta * W - E * one, H @ c - E * c)


def olsen_two_solves(c, eta):
    E = energy(c)
    sol = np.linalg.solve(H + eta * W - E * one, np.column_stack([H @ c - E * c, c]))
    delta = (c @ sol[:, 0]) / (c @ sol[:, 1])
    return -sol[:, 0] + delta * sol[:, 1], delta


def olsen_bordered(c, eta):
    E = energy(c)
    A = np.zeros((dim + 1, dim + 1))
    A[:dim, :dim] = H + eta * W - E * one
    A[:dim, dim] = -c
    A[dim, :dim] = c
    sol = np.linalg.solve(A, np.append(-(H @ c - E * c), 0.0))
    return sol[:dim], sol[dim]


def outside(c, t):
    """Part of t orthogonal to c, and its share of the length of t."""
    q = t - c * (c @ t)
    q = q - c * (c @ q)
    return q, np.linalg.norm(q) / np.linalg.norm(t)


def ritz(c, t):
    """Lowest vector in span{c,t}; t is discarded if it adds only rounding noise."""
    q, share = outside(c, t)
    if share < 1e-8:
        return c
    B = np.column_stack([c, unitvec(q)])
    return B @ np.linalg.eigh(B.T @ H @ B)[1][:, 0]


# ---------- trial vectors ----------
phi0 = one[0].copy()
diagonal = np.diag(H)
assert diagonal[1:].min() > diagonal[0]
first_order = np.append(0.0, -H[1:, 0] / (diagonal[1:] - diagonal[0]))
c1 = unitvec(phi0 + first_order)
E1 = energy(c1)
assert lam < E1 < diagonal[0]

# ---------- Davidson: identity, collapse, limiting direction, singular point ----------
shifted = H + 0.1 * W - E1 * one
assert np.allclose(c1 + davidson(c1, 0.1), np.linalg.solve(shifted, 0.1 * W @ c1), atol=1e-8)


def lowest_minus_E(eta):
    return eigh(H + eta * W, eigvals_only=True, subset_by_index=[0, 0])[0] - E1


eta_cross = brentq(lowest_minus_E, 0.0, 1.0, xtol=1e-13)
eta_small = 1e-3 * eta_cross
limit = resolvent(E1, W @ c1)
moved = c1 + davidson(c1, eta_small)
assert abs(np.linalg.norm(moved) / (eta_small * np.linalg.norm(limit)) - 1) < 1e-2
q_small, _ = outside(c1, davidson(c1, eta_small))
q_limit, _ = outside(c1, limit)
direction_cos = unitvec(q_small) @ unitvec(q_limit)
assert direction_cos > 0.999
assert outside(c1, davidson(c1, 0.0))[1] < 1e-8
eta_near = eta_cross * (1 + 1e-6)
norm_D = np.linalg.norm(davidson(c1, eta_near))
norm_O = np.linalg.norm(olsen_bordered(c1, eta_near)[0])
assert norm_D > 1e3 * norm_O
# single determinant: total collapse although the preconditioner is inexact
t_half = davidson(phi0, 0.5)
assert np.allclose(t_half, -2.0 * phi0, atol=1e-9)

# ---------- Olsen: two forms, inverse iteration, energy shift ----------
for eta in (0.5, 0.1, 0.0):
    t_two, d_two = olsen_two_solves(c1, eta)
    t_bor, d_bor = olsen_bordered(c1, eta)
    assert np.allclose(t_two, t_bor, atol=1e-8) and abs(d_two - d_bor) < 1e-8
    assert abs(c1 @ t_two) < 1e-8
for c in (phi0, c1):
    new = unitvec(c + olsen_bordered(c, 0.0)[0])
    inverse_step = unitvec(resolvent(energy(c), c))
    assert abs(abs(new @ inverse_step) - 1) < 1e-10
delta1 = olsen_bordered(c1, 0.0)[1]
sin1 = sin_angle(c1)
assert abs(delta1 / (lam - E1) - 1) < 2 * sin1 ** 2

# ---------- cubic law: exact angle formula and observed order ----------
u = unitvec(phi0 - x * (x @ phi0))
mu = energy(u)
angles, new_tangents = (0.08, 0.04), []
for theta in (np.arcsin(sin_angle(phi0)),) + angles:
    c = np.cos(theta) * x + np.sin(theta) * u
    sn = sin_angle(c + olsen_bordered(c, 0.0)[0])
    measured = sn / np.sqrt(1 - sn ** 2)
    predicted = (np.tan(theta) * np.sin(theta) ** 2 * abs(mu - lam)
                 * np.linalg.norm(resolvent(energy(c), u)))
    assert abs(measured / predicted - 1) < 1e-6
    new_tangents.append(measured)
cubic_order = np.log2(new_tangents[1] / new_tangents[2])
assert abs(cubic_order - 3) < 0.15

# ---------- approximate preconditioner: error formula and linear rate ----------
Q = np.linalg.qr(np.column_stack([c1, one[:, 1:]]))[0][:, 1:]
assert np.abs(Q.T @ c1).max() < 1e-10
s = x / (c1 @ x) - c1
K = Q.T @ (H + 0.1 * W - E1 * one) @ Q
formula = -Q @ np.linalg.solve(K, Q.T @ ((lam - E1) * s + 0.1 * W @ s))
t = olsen_bordered(c1, 0.1)[0]
assert np.allclose(t - s, formula, atol=1e-9)
assert sin_angle(c1 + t) <= np.linalg.norm(t - s) + 1e-12
c = np.cos(1e-3) * x + np.sin(1e-3) * u
err = [sin_angle(c + olsen_bordered(c, eta)[0]) for eta in (0.002, 0.001)]
eta_ratio = err[0] / err[1]
assert abs(eta_ratio - 2) < 0.06

# ---------- the projected operator stays regular ----------
projected_min = np.linalg.eigvalsh(Q.T @ H @ Q)[0] - E1
bound = gap - 2 * (E1 - lam)
assert projected_min >= bound - 1e-10
projected_phi0 = np.linalg.eigvalsh(H[1:, 1:])[0] - H[0, 0]
assert projected_phi0 >= gap - 2 * (H[0, 0] - lam) - 1e-10
smallest_full = np.abs(vals - E1).min()
assert projected_min > smallest_full

# ---------- plain Olsen iteration from the ROHF determinant ----------
history, errors = {}, {}
for eta in (1.0, 0.1, 0.0):
    c = phi0.copy()
    history[eta], errors[eta] = [sin_angle(c)], [energy_error(c)]
    for _ in range(4):
        c = unitvec(c + olsen_bordered(c, eta)[0])
        history[eta].append(sin_angle(c))
        errors[eta].append(energy_error(c))
assert history[0.0][2] < history[0.1][2]
assert history[0.0][3] < 1e-11
assert abs(errors[0.0][0] - (H[0, 0] - lam)) < 1e-10

# ---------- output ----------
print("Sb atom, def2-SVP with ECP, frozen 4s4p4d")
print(f"active orbitals: {norb}, active electrons: {sum(nelec)}, determinants: {dim}")
print(f"ROHF total energy: {mf.e_tot * EV:.4f} eV")
print(f"CI total energy: {(lam + e_core) * EV:.4f} eV = {lam + e_core:.6f} hartree")
print(f"correlation energy in this space: {(lam - H[0, 0]) * EV:.5f} eV")
print(f"<S^2> of CI ground state: {s_squared:.4f} (hbar^2)")
print(f"gap to next CI state with M_S=3/2: {gap * EV:.4f} eV")
print("Trial vector c1 = ROHF determinant + first-order correction, normalized")
print(f"c1 energy error E-lambda: {(E1 - lam) * EV:.6f} eV; sin(theta): {sin1:.5f}")
print(f"eta where H0-E is singular: {eta_cross:.5f} (dimensionless)")
print(f"just above it (relative 1e-6): |tD| = {norm_D:.3e}, |tO| = {norm_O:.5f}")
print("Scan at c1: share of tD outside c; energy errors after 2-vector Ritz step")
for eta in (1.0, 1e-1, 1e-2, 1e-3, 1e-4, 1e-5, 0.0):
    tD, tO = davidson(c1, eta), olsen_bordered(c1, eta)[0]
    share = outside(c1, tD)[1]
    eD, eO = energy_error(ritz(c1, tD)) * EV, energy_error(ritz(c1, tO)) * EV
    print(f"eta={eta:.0e}: share {share:.3e}; Davidson {eD:.3e} eV; Olsen {eO:.3e} eV")
print("(tD is discarded when its share outside c is below 1e-8)")
print(f"|(H-E)^-1 W c1|, slope of |c+tD| in eta: {np.linalg.norm(limit):.4f}")
print(f"cosine of tD remainder with its limiting direction: {direction_cos:.8f}")
print(f"single determinant, eta=0.5: c.tD = {phi0 @ t_half:.6f}, "
      f"share outside c = {outside(phi0, t_half)[1]:.1e}")
print(f"exact H0 at c1: delta = {delta1 * EV:.6f} eV, lambda-E = {(lam - E1) * EV:.6f} eV")
print(f"smallest |eigenvalue| of H-E at c1: {smallest_full * EV:.6f} eV")
print(f"lowest eigenvalue of P(H-E)P at c1: {projected_min * EV:.4f} eV, "
      f"lower bound {bound * EV:.4f} eV")
print("Plain Olsen iteration from ROHF determinant, sin(theta) at steps 0 to 4")
for eta in (1.0, 0.1, 0.0):
    print(f"eta={eta:.1f}: " + ", ".join(f"{v:.3e}" for v in history[eta]))
print("(values near 1e-15 are rounding noise)")
print("exact H0, energy errors at steps 0 to 2: "
      + ", ".join(f"{v * EV:.3e}" for v in errors[0.0][:3]) + " eV")
print(f"mu-lambda for the error direction u: {(mu - lam) * EV:.4f} eV")
print(f"tan(theta') from theta = {angles[0]} and {angles[1]} rad: "
      f"{new_tangents[1]:.4e}, {new_tangents[2]:.4e}")
print(f"observed order of convergence, exact H0: {cubic_order:.4f}")
print(f"error ratio when eta doubles from 0.001 to 0.002: {eta_ratio:.4f}")
print("OK")
```

It prints:

```
Sb atom, def2-SVP with ECP, frozen 4s4p4d
active orbitals: 8, active electrons: 5, determinants: 560
ROHF total energy: -6510.9171 eV
CI total energy: -6511.2340 eV = -239.283435 hartree
correlation energy in this space: -0.31686 eV
<S^2> of CI ground state: 3.7500 (hbar^2)
gap to next CI state with M_S=3/2: 7.5929 eV
Trial vector c1 = ROHF determinant + first-order correction, normalized
c1 energy error E-lambda: 0.009646 eV; sin(theta): 0.01860
eta where H0-E is singular: 0.01565 (dimensionless)
just above it (relative 1e-6): |tD| = 1.023e+06, |tO| = 0.01867
Scan at c1: share of tD outside c; energy errors after 2-vector Ritz step
eta=1e+00: share 3.214e-01; Davidson 1.111e-03 eV; Olsen 1.239e-04 eV
eta=1e-01: share 1.072e-01; Davidson 9.283e-05 eV; Olsen 1.432e-06 eV
eta=1e-02: share 1.203e-02; Davidson 6.559e-05 eV; Olsen 1.410e-08 eV
eta=1e-03: share 1.216e-03; Davidson 6.327e-05 eV; Olsen 4.127e-10 eV
eta=1e-04: share 1.217e-04; Davidson 6.304e-05 eV; Olsen 3.477e-10 eV
eta=1e-05: share 1.217e-05; Davidson 6.302e-05 eV; Olsen 3.543e-10 eV
eta=0e+00: share 6.662e-14; Davidson 9.646e-03 eV; Olsen 3.551e-10 eV
(tD is discarded when its share outside c is below 1e-8)
|(H-E)^-1 W c1|, slope of |c+tD| in eta: 65.3618
cosine of tD remainder with its limiting direction: 1.00000000
single determinant, eta=0.5: c.tD = -2.000000, share outside c = 2.8e-18
exact H0 at c1: delta = -0.009649 eV, lambda-E = -0.009646 eV
smallest |eigenvalue| of H-E at c1: 0.009646 eV
lowest eigenvalue of P(H-E)P at c1: 7.5832 eV, lower bound 7.5736 eV
Plain Olsen iteration from ROHF determinant, sin(theta) at steps 0 to 4
eta=1.0: 9.823e-02, 1.860e-02, 6.328e-03, 2.420e-03, 8.955e-04
eta=0.1: 9.823e-02, 1.684e-03, 4.370e-05, 1.247e-06, 3.465e-08
eta=0.0: 9.823e-02, 1.081e-03, 1.642e-09, 1.290e-15, 1.487e-15
(values near 1e-15 are rounding noise)
exact H0, energy errors at steps 0 to 2: 3.169e-01, 3.241e-05, 5.221e-17 eV
mu-lambda for the error direction u: 32.8377 eV
tan(theta') from theta = 0.08 and 0.04 rad: 5.7868e-04, 7.1851e-05
observed order of convergence, exact H0: 3.0097
error ratio when eta doubles from 0.001 to 0.002: 2.0009
OK
```
